# Zero-point energy of silane from its fundamentals, with the anharmonic correction: test program

```python
"""Zero-point energy (ZPE) of silane from its fundamentals.
Result under test: half the degeneracy-weighted sum of the fundamentals nu is
about 80 kJ/mol and lies BELOW the true ZPE E0, while half the sum of the
harmonic wavenumbers omega lies above it.
Symbols: phi = cubic and quartic force constants in dimensionless normal
coordinates q; x = Morse anharmonicity; D = Morse depth; B = rotational
constant; zeta = Coriolis coupling constants.
The force field of SiH4 is computed with Hartree-Fock in the 3-21G basis.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from pyscf import gto, scf, lib

lib.num_threads(1)
KJ = sc.h * sc.c * 100 * sc.N_A / 1000          # kJ/mol per cm^-1
EV = sc.h * sc.c * 100 / sc.e                   # eV per cm^-1
CM = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
AMU = sc.atomic_mass / sc.m_e                   # electron masses per u


def levels(omega, potential):
    """Levels of omega*p^2/2 + potential(q) on a sinc grid."""
    q = np.linspace(-7, 16, 320)
    step = q[1] - q[0]
    k = np.arange(len(q))[:, None] - np.arange(len(q))[None, :]
    safe = np.where(k == 0, 1, k)
    kinetic = np.where(k == 0, np.pi**2 / 6, (-1.0)**np.abs(k) / safe**2)
    return np.linalg.eigvalsh(omega * kinetic / step**2
                              + np.diag(potential(q)))


# ---- Estimate from rough two-figure observed fundamentals ----
names = ['nu1 in-phase stretch', 'nu2 bend pair',
         'nu3 stretch triplet', 'nu4 bend triplet']
nu = np.array([2200.0, 970.0, 2200.0, 910.0])
rounding = np.array([50.0, 5.0, 50.0, 5.0])
deg = np.array([1, 2, 3, 3])
estimate = 0.5 * np.sum(deg * nu)
nine = np.repeat(nu, deg)
assert len(nine) == 3 * 5 - 6
ground_sum = sum(levels(v, lambda q, v=v: v * q**2 / 2)[0] for v in nine)
assert abs(ground_sum - estimate) < 0.01
assert 78 < estimate * KJ < 83
print('Rough observed fundamentals, degeneracy, ZPE share:')
for name, v, d in zip(names, nu, deg):
    print(f'  {name}: {v:.0f} cm^-1, x{d}, {0.5*d*v*KJ:.2f} kJ/mol')
print(f'Weighted sum of fundamentals: {2*estimate:.0f} cm^-1')
print(f'Estimated ZPE: {estimate:.0f} cm^-1')
print(f'Estimated ZPE: {estimate*KJ:.1f} kJ/mol = {estimate*EV:.3f} eV')
print(f'Conversion: 1 cm^-1 = {KJ:.6f} kJ/mol')
print(f'Largest rounding error: {0.5*np.sum(deg*rounding)*KJ:.1f} kJ/mol')
print(f'Degeneracies forgotten: {0.5*np.sum(nu)*KJ:.1f} kJ/mol')

# ---- One Morse bond, and a stiffening counterexample ----
omega_bond, depth_ev = 2300.0, 4.0
depth = depth_ev / EV
x_bond = -omega_bond**2 / (4 * depth)
alpha = np.sqrt(omega_bond / (2 * depth))
morse = levels(omega_bond, lambda q: depth * (1 - np.exp(-alpha * q))**2)
bond_nu = morse[1] - morse[0]
bond_gap = morse[0] - bond_nu / 2
assert abs(bond_nu - (omega_bond + 2 * x_bond)) < 0.05
assert abs(bond_gap + 0.75 * x_bond) < 0.05
stiff = levels(1.0, lambda q: q**2 / 2 + 0.02 * q**4)
assert stiff[0] < (stiff[1] - stiff[0]) / 2
print(f'Morse bond: omega {omega_bond:.0f} cm^-1, D {depth_ev:.1f} eV')
print(f'Morse x: {x_bond:.1f} cm^-1; fundamental: {bond_nu:.1f} cm^-1')
print(f'Morse E0: {morse[0]:.1f} cm^-1; E0 - nu/2: {bond_gap:.1f} cm^-1')
print(f'Four such bonds, E0 - nu/2: {4*bond_gap*KJ:.2f} kJ/mol')
print(f'Quartic mode (omega=1, 0.02 q^4): E0 - nu/2 = '
      f'{stiff[0]-(stiff[1]-stiff[0])/2:.4f} omega')


# ---- Perturbation formulas and their test by diagonalization ----
def mode_shift(w, i, cubic, quartic):
    """Contribution of mode i to the shifts of E0 and of sum(nu).
    cubic[j,k] = phi_ijk, quartic[j] = phi_iijj."""
    pair = w[:, None] + w[None, :]
    up = np.sum(cubic**2 / (pair + w[i]))
    down = np.sum(cubic**2 / (pair - w[i]))
    mean = np.trace(cubic)**2 / w[i]
    total = np.sum(quartic)
    return np.array([total / 32 - mean / 32 - up / 48,
                     total / 8 - mean / 8 - (up + down) / 16])


def coriolis_shift(w, zeta, b):
    """Shifts of E0 and of sum(nu) from b*sum(pi_alpha^2)."""
    ratio = w[:, None] / w[None, :] + w[None, :] / w[:, None]
    z2 = np.sum(zeta**2, axis=2)
    return b * np.array([np.sum(z2 * (ratio / 4 - 0.5)) / 2,
                         np.sum(z2 * ratio) / 2])


size = 14
low = np.diag(np.sqrt(np.arange(1, size)), 1)
q_one = (low + low.T) / np.sqrt(2)
p_one = 1j * (low.T - low) / np.sqrt(2)
number = np.diag(np.arange(size) + 0.5)
unit = np.eye(size)
q1, q2 = np.kron(q_one, unit), np.kron(unit, q_one)
p1, p2 = np.kron(p_one, unit), np.kron(unit, p_one)
w_toy = np.array([1.0, 1.3])
lam = 0.01
c111, c112, c122, c222 = lam * np.array([-1.2, 0.5, -0.7, 0.9])
k11, k12, k22 = lam**2 * np.array([1.5, 0.6, 1.1])
s1, s2 = q1 @ q1, q2 @ q2
h_toy = w_toy[0] * np.kron(number, unit) + w_toy[1] * np.kron(unit, number)
h_toy = h_toy + (c111 * s1 @ q1 + 3 * c112 * s1 @ q2
                 + 3 * c122 * q1 @ s2 + c222 * s2 @ q2) / 6
h_toy = h_toy + (k11 * s1 @ s1 + 6 * k12 * s1 @ s2 + k22 * s2 @ s2) / 24
e_toy = np.linalg.eigvalsh(h_toy)[:3]
direct = np.array([e_toy[0] - w_toy.sum() / 2,
                   e_toy[1] + e_toy[2] - 2 * e_toy[0] - w_toy.sum()])
formula = (mode_shift(w_toy, 0, np.array([[c111, c112], [c112, c122]]),
                      np.array([k11, k12]))
           + mode_shift(w_toy, 1, np.array([[c112, c122], [c122, c222]]),
                        np.array([k12, k22])))
assert np.allclose(direct, formula, rtol=0.01, atol=0)
root = np.sqrt(w_toy[1] / w_toy[0])
pi_op = root * q1 @ p2 - q2 @ p1 / root
pi_sq = np.real(np.diag(pi_op @ pi_op))
direct = np.array([pi_sq[0], pi_sq[1] + pi_sq[size] - 2 * pi_sq[0]])
zeta_toy = np.array([[0.0, 1.0], [-1.0, 0.0]])[:, :, None]
assert np.allclose(direct, coriolis_shift(w_toy, zeta_toy, 1.0), atol=1e-10)

# ---- Hartree-Fock force field of silane ----
directions = np.array([[1, 1, 1], [1, -1, -1],
                       [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
symbols = ['Si', 'H', 'H', 'H', 'H']


def solve_scf(xyz):
    atoms = [(s, tuple(r)) for s, r in zip(symbols, xyz.reshape(5, 3))]
    mol = gto.M(atom=atoms, unit='Bohr', basis='3-21g', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def geometry(r):
    return np.vstack([np.zeros(3), r * directions]).ravel()


def slope(r):
    gradient = solve_scf(geometry(r)).nuc_grad_method().kernel()
    return np.sum(gradient[1:] * directions)


def hessian(xyz):
    h = solve_scf(xyz).Hessian().kernel()
    h = h.transpose(0, 2, 1, 3).reshape(15, 15)
    return (h + h.T) / 2


r_eq = brentq(slope, 2.6, 3.1, xtol=1e-7)
x0 = geometry(r_eq)
h0 = hessian(x0)
masses = np.array([27.976927] + [1.007825] * 4) * AMU
root_m = np.sqrt(np.repeat(masses, 3))
weighted = h0 / np.outer(root_m, root_m)
# The breathing mode is fixed by symmetry; lift it to the top of the spectrum
# so that it cannot mix with the nearly equal stretch triplet.
breathing = np.concatenate([np.zeros(3), directions.ravel()]) / 2
value = breathing @ weighted @ breathing
assert np.linalg.norm(weighted @ breathing - value * breathing) < 1e-3 * value
lift = 10 * value
vals, vecs = np.linalg.eigh(weighted + lift * np.outer(breathing, breathing))
vals[-1] -= lift
w = np.sqrt(vals[6:])
modes = vecs[:, 6:]
wc = w * CM
cuts = np.where(np.diff(wc[:8]) > 5)[0] + 1
families = list(np.split(np.arange(8), cuts)) + [np.array([8])]
assert sorted(len(f) for f in families) == sorted(deg)
assert all(np.ptp(wc[f]) < 0.5 for f in families)
print(f'HF/3-21G Si-H length: {r_eq*sc.value("Bohr radius")*1e10:.3f} angstrom')
print('HF/3-21G harmonic wavenumbers and degeneracies:')
for f in families:
    print(f'  {wc[f].mean():.0f} cm^-1, x{len(f)}')

to_q = modes / root_m[:, None] / np.sqrt(w)[None, :]
hq0 = to_q.T @ h0 @ to_q
step = 0.2


def force_constants(i):
    plus = to_q.T @ hessian(x0 + step * to_q[:, i]) @ to_q
    minus = to_q.T @ hessian(x0 - step * to_q[:, i]) @ to_q
    return ((plus - minus) / (2 * step),
            np.diag(plus + minus - 2 * hq0) / step**2)


constants_of = {int(f[0]): force_constants(int(f[0])) for f in families}
# Mixed derivatives must not depend on the order of differentiation.
for i, (ci, qi) in constants_of.items():
    for j, (cj, qj) in constants_of.items():
        assert np.max(np.abs(ci[j] - cj[i])) * CM < 3
        assert abs(qi[j] - qj[i]) * CM < 3
# Both members of the bend pair must contribute equally.
pair = [f for f in families if len(f) == 2][0]
first, second = int(pair[0]), int(pair[1])
shift_first = mode_shift(w, first, *constants_of[first])
shift_second = mode_shift(w, second, *force_constants(second))
assert np.max(np.abs(shift_first - shift_second)) * CM < 1

field = sum(len(f) * mode_shift(w, int(f[0]), *constants_of[int(f[0])])
            for f in families) * CM
inertia = 8 / 3 * masses[1] * r_eq**2
b_rot = 1 / (2 * inertia)
by_atom = modes.T.reshape(9, 5, 3)
zeta = np.cross(by_atom[:, None], by_atom[None, :]).sum(axis=2)
rotation = coriolis_shift(w, zeta, b_rot) * CM
constant = -0.75 * b_rot * CM
half_omega = wc.sum() / 2
zpe = half_omega + field[0] + rotation[0] + constant
half_nu = (wc.sum() + field[1] + rotation[1]) / 2
deficit = zpe - half_nu
assert half_nu < zpe < half_omega
print(f'Force-field shift of E0: {field[0]:.1f} cm^-1')
print(f'Force-field shift of sum(nu): {field[1]:.1f} cm^-1')
print(f'Coriolis shift of E0: {rotation[0]:.1f} cm^-1')
print(f'Coriolis shift of sum(nu): {rotation[1]:.1f} cm^-1')
print(f'B: {b_rot*CM:.2f} cm^-1; constant -3B/4: {constant:.1f} cm^-1')
print(f'HF half-sum of fundamentals: {half_nu:.1f} cm^-1')
print(f'HF anharmonic E0: {zpe:.1f} cm^-1')
print(f'HF half-sum of harmonic values: {half_omega:.1f} cm^-1')
print(f'E0 above half-sum of nu: {deficit:.1f} cm^-1')
print(f'E0 above half-sum of nu: {deficit*KJ:.2f} kJ/mol')
print(f'Half-sum of omega above E0: {(half_omega-zpe)*KJ:.2f} kJ/mol')
print(f'Estimate plus HF correction: {(estimate+deficit)*KJ:.1f} kJ/mol')

# ---- Other neglected effects ----
for temperature in (300.0, 900.0):
    beta = sc.h * sc.c * 100 / (sc.k * temperature)
    thermal = np.sum(nine / np.expm1(beta * nine))
    n = np.arange(400)[:, None]
    boltz = np.exp(-beta * n * nine)
    explicit = np.sum((n * nine * boltz).sum(axis=0) / boltz.sum(axis=0))
    assert abs(thermal - explicit) < 1e-6 * thermal
    print(f'Thermal vibrational energy at {temperature:.0f} K: '
          f'{thermal*KJ:.2f} kJ/mol')
heavy = masses.copy()
heavy[0] = 29.973770 * AMU
root_h = np.sqrt(np.repeat(heavy, 3))
vals_h = np.linalg.eigvalsh(h0 / np.outer(root_h, root_h))[6:]
isotope = (np.sqrt(vals_h).sum() - w.sum()) / 2 * CM
assert isotope < 0
print(f'ZPE change, Si-28 to Si-30: {isotope*KJ:.3f} kJ/mol')
print('all tests passed')
```

It prints:

```
Rough observed fundamentals, degeneracy, ZPE share:
  nu1 in-phase stretch: 2200 cm^-1, x1, 13.16 kJ/mol
  nu2 bend pair: 970 cm^-1, x2, 11.60 kJ/mol
  nu3 stretch triplet: 2200 cm^-1, x3, 39.48 kJ/mol
  nu4 bend triplet: 910 cm^-1, x3, 16.33 kJ/mol
Weighted sum of fundamentals: 13470 cm^-1
Estimated ZPE: 6735 cm^-1
Estimated ZPE: 80.6 kJ/mol = 0.835 eV
Conversion: 1 cm^-1 = 0.011963 kJ/mol
Largest rounding error: 1.3 kJ/mol
Degeneracies forgotten: 37.6 kJ/mol
Morse bond: omega 2300 cm^-1, D 4.0 eV
Morse x: -41.0 cm^-1; fundamental: 2218.0 cm^-1
Morse E0: 1139.8 cm^-1; E0 - nu/2: 30.7 cm^-1
Four such bonds, E0 - nu/2: 1.47 kJ/mol
Quartic mode (omega=1, 0.02 q^4): E0 - nu/2 = -0.0130 omega
HF/3-21G Si-H length: 1.487 angstrom
HF/3-21G harmonic wavenumbers and degeneracies:
  973 cm^-1, x3
  1046 cm^-1, x2
  2286 cm^-1, x3
  2295 cm^-1, x1
Force-field shift of E0: -76.5 cm^-1
Force-field shift of sum(nu): -440.5 cm^-1
Coriolis shift of E0: 2.6 cm^-1
Coriolis shift of sum(nu): 48.5 cm^-1
B: 2.84 cm^-1; constant -3B/4: -2.1 cm^-1
HF half-sum of fundamentals: 6886.1 cm^-1
HF anharmonic E0: 7006.0 cm^-1
HF half-sum of harmonic values: 7082.1 cm^-1
E0 above half-sum of nu: 120.0 cm^-1
E0 above half-sum of nu: 1.44 kJ/mol
Half-sum of omega above E0: 0.91 kJ/mol
Estimate plus HF correction: 82.0 kJ/mol
Thermal vibrational energy at 300 K: 0.65 kJ/mol
Thermal vibrational energy at 900 K: 19.41 kJ/mol
ZPE change, Si-28 to Si-30: -0.106 kJ/mol
all tests passed
```
